\section*{Why periodic images enhance a slab's dipole without a polarisation catastrophe}

\section*{The question}

A slab with a dipole normal to its surfaces is computed in a periodic cell. Its images produce a field along the dipole. The field polarises the slab further, the larger dipole produces a larger field, and the loop closes on itself. Why does this positive feedback not run away, even when the vacuum between the images is thin and the slab is highly polarisable?

Three lengths decide the matter: the cell length $L$ along the normal $z$, the slab thickness $d<L$, and $4\pi\alpha$, where $\alpha$ is the polarisability per area. The answer must show why these lengths are ordered, and for which matter the ordering holds.

The slab is neutral, and its charge does not overlap that of its images. The formulas use Hartree atomic units, in which a charge density $\rho$ obeys $dE/dz=4\pi\rho$ after averaging over the plane. The dipole per area is $m=\int z\rho\,dz$, positive along $+z$. No dipole correction is applied unless stated.

\section*{Where the field comes from}

Take a given charge density $\rho(z)$ and let $E_{\rm iso}(z)$ be its field when the slab stands alone. This field vanishes on both sides, because the slab is neutral. Integration by parts gives
\begin{equation}
\int E_{\rm iso}\,dz=\big[zE_{\rm iso}\big]-\int z\,\frac{dE_{\rm iso}}{dz}\,dz=-4\pi m .
\label{eq:step}
\end{equation}
The boundary term is zero. Since $E=-d\phi/dz$, the potential rises by $4\pi m$ from the left vacuum to the right vacuum.

A periodic potential has no net rise across a cell. The periodic field has the same derivative $4\pi\rho$ as $E_{\rm iso}$, so the two differ by a constant $C$:
\begin{equation}
0=\int_{\rm cell}(E_{\rm iso}+C)\,dz=-4\pi m+CL
\quad\Rightarrow\quad C=\frac{4\pi m}{L}.
\label{eq:field}
\end{equation}
This is the spurious field. It has the sign of $m$, and in the vacuum it is the whole field.

\section*{The feedback and its sum}

Let the isolated slab have dipole $m_0$ without an applied field. In a uniform external field $F$, to linear order,
\begin{equation}
m=m_0+\alpha F .
\label{eq:alpha}
\end{equation}
Here $F$ is the field in the vacuum outside the slab, not the field inside it. All internal screening is therefore already contained in $\alpha$.

In a mean-field calculation the slab in the cell differs from the isolated slab by the field of its images. This is the uniform field $C$ alone if the lateral structure of the image field, which decays as $e^{-2\pi s/a}$ over a distance $s$ for an in-plane period $a$, has died out across the vacuum. That is assumed from here on. It fails for sparse molecules or clusters whose in-plane period is comparable to the vacuum width or larger, where images stacked along $z$ add to the feedback. With this assumption $F=4\pi m/L$:
\begin{equation}
m=m_0+\frac{4\pi\alpha}{L}\,m
\quad\Rightarrow\quad
m=\frac{m_0}{1-4\pi\alpha/L}.
\label{eq:main}
\end{equation}
For $0<4\pi\alpha<L$ this is the sum of a geometric series,
\begin{equation}
m=m_0\left[1+\frac{4\pi\alpha}{L}+\left(\frac{4\pi\alpha}{L}\right)^2+\dots\right].
\label{eq:series}
\end{equation}
The first term is the permanent dipole. Each later term is the response of the slab, fully relaxed, to the image field added in the round before. These rounds are not the iterations of a self-consistent-field program, whose convergence is a separate matter.

The energy shows which solutions are stable. Let $U(m)$ be the lowest energy per area of the isolated slab at a prescribed dipole. Minimising $U(m)-Fm$ must reproduce equation~\eqref{eq:alpha}, so
\begin{equation}
U(m)=U_0+\frac{(m-m_0)^2}{2\alpha}.
\end{equation}
A stable isolated slab has a minimum at $m_0$, hence $\alpha>0$. This is why the images enhance the dipole and do not reduce it. Periodicity changes the field energy by
\begin{align}
\frac{1}{8\pi}\int_{\rm cell}\big[(E_{\rm iso}+C)^2-E_{\rm iso}^2\big]dz
&=\frac{1}{8\pi}\big[2C(-4\pi m)+C^2L\big]\nonumber\\
&=\frac{1}{8\pi}\left[-\frac{32\pi^2m^2}{L}+\frac{16\pi^2m^2}{L}\right]
=-\frac{2\pi m^2}{L}.
\label{eq:image}
\end{align}
The energy in the cell is $U(m)-2\pi m^2/L$. Setting its derivative to zero gives equation~\eqref{eq:main}, and its second derivative is
\begin{equation}
\frac{1}{\alpha}-\frac{4\pi}{L}.
\label{eq:curv}
\end{equation}
A polarisation catastrophe means that this curvature reaches zero. As long as the images act only through the uniform field $C$, it is avoided if and only if $4\pi\alpha<L$. For $L<4\pi\alpha$ equation~\eqref{eq:main} still returns a finite number, of sign opposite to $m_0$, but that number marks an energy maximum.

\section*{Why a dielectric slab stays below the limit}

Describe the slab by a local permittivity $\varepsilon(z)$, with $1<\varepsilon<\infty$ inside the thickness $d$. Without free charge, $D=E+4\pi P$ is constant along $z$ and equals the external field $F$. The induced part of the response obeys $E=F/\varepsilon$, so
\begin{equation}
4\pi P=F-\frac{F}{\varepsilon}=F\left(1-\frac1\varepsilon\right),
\qquad
4\pi\alpha=\int_0^d\left(1-\frac{1}{\varepsilon(z)}\right)dz<d .
\label{eq:bound}
\end{equation}
The integrand lies between 0 and 1 at every point, which proves the inequality. The slab must fit into its cell, so
\begin{equation}
4\pi\alpha<d<L .
\end{equation}
The first inequality is a property of the material, the second of the geometry. For uniform $\varepsilon$,
\begin{equation}
\frac{m}{m_0}=\frac{1}{1-(d/L)(1-1/\varepsilon)}<\varepsilon ,
\label{eq:uniform}
\end{equation}
because $d/L<1$ makes the denominator larger than $1/\varepsilon$.

The mechanism appears when the fields inside the slab are listed separately. Let the permanent dipole $m_0$ sit in a thin layer just outside a uniform dielectric. The layer's own field is confined to the layer, so the dielectric feels only the field of the layer's images, $4\pi m_0/L$. The induced polarisation $P$ has dipole $Pd$. It feels its own depolarising field $-4\pi P$ and the field $+4\pi Pd/L$ of its images. Together,
\begin{equation}
E_{\rm in}=\frac{4\pi m_0}{L}-4\pi P\left(1-\frac dL\right).
\label{eq:inside}
\end{equation}
The images cancel the fraction $d/L$ of the depolarising field. They cannot cancel all of it while any vacuum is left, and they cannot reverse it. The field that $P$ exerts on itself still opposes $P$.

With $4\pi P=(\varepsilon-1)E_{\rm in}$, equation~\eqref{eq:inside} gives
\begin{equation}
E_{\rm in}=\frac{4\pi m_0/L}{1+(\varepsilon-1)(1-d/L)} .
\label{eq:ein}
\end{equation}
The denominator exceeds 1 for every $\varepsilon>1$. The total dipole follows from $m=m_0+Pd$:
\begin{align}
\frac{m}{m_0}&=1+\frac{(\varepsilon-1)d/L}{1+(\varepsilon-1)(1-d/L)}\nonumber\\
&=\frac{\varepsilon}{\varepsilon-(\varepsilon-1)d/L}
=\frac{1}{1-(d/L)(1-1/\varepsilon)} ,
\end{align}
in agreement with equation~\eqref{eq:uniform}. The feedback looks positive in equation~\eqref{eq:main} because the slab's own depolarising field is hidden in $\alpha$. When that field is written next to the image field, the sum is negative feedback, weakened by the images.

\section*{Two limits and the metal}

For $L\gg d$, equation~\eqref{eq:main} gives $m/m_0\simeq1+4\pi\alpha/L$. The error relative to $m_0$ falls only as $1/L$.

For $L\to d$ the vacuum disappears and equation~\eqref{eq:uniform} tends to $m/m_0=\varepsilon$. A uniform fixed polarisation $P_0$ inside the dielectric shows why. In isolation $D=0$, so $\varepsilon E+4\pi P_0=0$, and the total polarisation is
\begin{equation}
P_0+\frac{\varepsilon-1}{4\pi}E=P_0-\frac{\varepsilon-1}{\varepsilon}P_0=\frac{P_0}{\varepsilon}.
\end{equation}
Without vacuum the average field is the field in the material, and periodicity makes it zero. The total polarisation is then $P_0$, larger by the factor $\varepsilon$. The end of the enhancement is the short-circuited bulk, not a divergence.

An ideal metal, $\varepsilon\to\infty$, reaches equality, $4\pi\alpha=d$, and
\begin{equation}
\frac{m}{m_0}=\frac{L}{L-d},\qquad C=\frac{4\pi m}{L}=\frac{4\pi m_0}{L-d}.
\end{equation}
The interior carries no field, so the whole step $4\pi m_0$ falls across the vacuum width $L-d$. The dipole is finite for any finite vacuum. At fixed $m_0$ the formula grows without limit as $L\to d$, but a fixed dipole layer of thickness $t$ outside the metal needs $L-d\ge t$, which keeps $m/m_0\le1+d/t$. For a real metal $d$ is the electrostatic thickness, which need not coincide with the distance between the outer nuclei.

\section*{The bound without a local permittivity}

A thin film need not have a local $\varepsilon(z)$. The bound can be obtained from energy instead. Let $\delta\rho$ be a change of charge about the isolated ground state, confined to thickness $d$, with dipole $\mu$ and field $\delta E$. First-order energy changes vanish at the ground state. The second-order change is the field energy of $\delta\rho$ plus a remainder $W_2$, which collects kinetic, exchange--correlation and short-range ionic terms.

By equation~\eqref{eq:step}, $\int\delta E\,dz=-4\pi\mu$. The Cauchy--Schwarz inequality then gives
\begin{equation}
(4\pi\mu)^2\le d\int(\delta E)^2dz
\quad\Rightarrow\quad
\frac{1}{8\pi}\int(\delta E)^2dz\ge\frac{2\pi\mu^2}{d}.
\label{eq:cs}
\end{equation}
Variations within the plane add further positive field energy. The lowest second-order energy at given $\mu$ is $\mu^2/2\alpha$, so if $W_2>0$,
\begin{equation}
\frac{\mu^2}{2\alpha}>\frac{2\pi\mu^2}{d}\quad\Rightarrow\quad 4\pi\alpha<d .
\end{equation}
In the periodic cell, equation~\eqref{eq:image} lowers the field energy by $2\pi\mu^2/L$. At least $2\pi\mu^2(1/d-1/L)>0$ remains. The images can never return more energy than the slab's own field costs.

The thickness $d$ must here contain the electronic spill-out. The condition $W_2>0$ is also a real one: local-density exchange, for example, contributes negative curvature, which the kinetic energy does not always outweigh. The condition is sufficient, not necessary. A non-uniform response costs more field energy than the minimum in equation~\eqref{eq:cs}, so a film with $W_2<0$ for some variations can still have $4\pi\alpha<d$.

A quantum film illustrates the point. Electrons with density $0.04$ per bohr$^2$ fill the lowest subband of a hard-wall well of width $d=10$ bohr, over a fixed background equal to their own density, and respond in the Hartree approximation. The cell has $L=12$ bohr. If the self-field is left out, the polarisability is $4\pi\alpha_0=22.06$ bohr, larger than $L$. Used in equation~\eqref{eq:main}, it would predict a catastrophe. With the self-field, $4\pi\alpha=4.67$ bohr, and
\begin{equation}
\frac{m}{m_0}=\frac{1}{1-4.672/12}=1.64 .
\end{equation}
A direct calculation with the periodic Coulomb sum and a fixed dipole placed in the film gives the same value. With the density change expanded in products $\varphi_1\varphi_n$ of the well states, the lowest eigenvalue of the second-order energy matrix is $+5.3$ Ha\,bohr$^2$ with self-field and images, but $-1.6$ Ha\,bohr$^2$ with images alone. The values depend on this basis; the signs do not. The false catastrophe comes from counting the image field while omitting the depolarising field.

\section*{An oxide film in numbers}

Take a film with $d=2$ nm and $\varepsilon=3$, carrying on its right face a polar adsorbate layer 0.2 nm thick. The isolated step is $4\pi m_0=2$ V and the cell length is $L=3$ nm. With steps in volts and lengths in nanometres the formulas keep their form. In SI terms the dipole per area is the step times the vacuum permittivity, which makes $m_0=0.111$ e/nm.

From equation~\eqref{eq:bound},
\begin{equation}
4\pi\alpha=2\left(1-\tfrac13\right)=1.333\ {\rm nm},\qquad
\frac{4\pi\alpha}{L}=0.444,\qquad
\frac{m}{m_0}=\frac{1}{1-0.444}=1.80 .
\end{equation}
The periodic calculation therefore finds $4\pi m=3.6$ V, or $m=0.199$ e/nm. The successive rounds of feedback give $2.00$, $2.89$, $3.28$ and $3.46$ V, and after ten rounds $3.60$ V.

The spurious field in the vacuum is $3.6/3=1.2$ V/nm, or 12 MV/cm. Inside the dielectric it is $1.2/3=0.4$ V/nm. Equation~\eqref{eq:inside} resolves this value. The images of the fixed layer contribute $2/3=0.667$ V/nm. The induced step is $3.6-2=1.6$ V, so the induced polarisation acts on itself with
\begin{equation}
-\frac{1.6}{2}\left(1-\frac23\right)=-0.267\ {\rm V/nm}.
\end{equation}
The sum is $0.4$ V/nm. The dipole has nearly doubled, yet the induced polarisation still opposes itself.

With slab and layer held fixed, a longer cell reduces the enhancement slowly:
\begin{center}
\begin{tabular}{lccccc}
$L$ (nm) & 2.4 & 3 & 4 & 6 & 12\\
$m/m_0$ & 2.25 & 1.80 & 1.50 & 1.29 & 1.13
\end{tabular}
\end{center}
All values lie below $\varepsilon=3$. For a relative error $\delta=m/m_0-1$, equation~\eqref{eq:main} requires
\begin{equation}
\frac{4\pi\alpha}{L}=\frac{\delta}{1+\delta}
\quad\Rightarrow\quad
L=4\pi\alpha\,\frac{1+\delta}{\delta}.
\end{equation}
An error of 1\% would need $L=1.333\times101\approx135$ nm. Adding vacuum is a poor cure. A self-consistent dipole correction instead adds the field $-4\pi m/L$, with the compensating potential jump placed in the vacuum. The slab then feels $F=0$, and equation~\eqref{eq:alpha} returns $m_0$.

\section*{How the model compares with a real film}

The parameters lie in the regime of magnesium oxide, with rough values: $\varepsilon\approx3$ for clamped ions, a gap of 8 eV, an ionisation energy of 7 eV and a lattice constant of 0.42 nm. The 2 V step is a chosen value, and the vacuum is deliberately thin. The assumption that matters most is that the ions are clamped. If they relax, $\varepsilon\approx10$, and at the same isolated step the enhancement rises from 1.8 to 2.5 and the periodic step to 5 V. Moving each dielectric edge outward by 0.1 nm changes 1.80 to 1.96. The adsorbate layer is taken as unpolarisable. A permittivity of 2 in it, at the same isolated step, would add $0.2(1-\tfrac12)=0.1$ nm to $4\pi\alpha$ and give 1.91. The gap and ionisation energy used below are experimental. In a semilocal density-functional cell the smaller Kohn--Sham values apply, roughly 4.5 and 5.2 eV, and the first two margins shrink to about 3.7 and 3.4 eV. The other effects considered here are smaller or absent for the clamped-ion case:
\begin{itemize}
\item The bands tilt by $0.4\times2=0.8$ eV across the film. This leaves 7.2 eV between the highest valence edge and the lowest conduction edge, so no interband tunnelling channel opens.
\item The lowest vacuum level stays about 5.2 eV above the highest valence edge, so electrons do not spill into the vacuum.
\item The inner field is 0.4 of a rough breakdown field of 1 V/nm.
\item Nonlinear response, estimated as the square of the potential energy drop per lattice constant over the gap, is about $4\times10^{-4}$.
\item Lateral structure of the potential with a period of one lattice constant decays to about $6\times10^{-6}$ of its surface value at the next image. An adsorbate pattern with twice that period decays only to about $2.5\times10^{-3}$.
\end{itemize}
The enhancement belongs to the periodic calculation. A single real film, without images, has the step of $m_0$.

\section*{When the catastrophe is real}

The runaway can occur in matter that is unstable at zero internal field. Let a uniform polarisation cost the non-field energy $2\pi\kappa P^2$ per volume. Its derivative must equal the internal field, $4\pi\kappa P=E$, and comparison with $4\pi P=(\varepsilon-1)E$ gives $\varepsilon=1+1/\kappa$. In the cell the energy per area, including the field energy, is
\begin{equation}
2\pi P^2d\left(\kappa+1-\frac dL\right).
\end{equation}
For $\kappa>0$ this is positive in every cell. For $-1<\kappa<0$ the isolated slab ($L\to\infty$) is stable against uniform polarisation along $z$, but only because its depolarising field holds this polarisation down. In-plane polarisation and domains, which can largely avoid that field, are left out of this model. This is the ferroelectric-like case, with $\varepsilon<0$. Equation~\eqref{eq:alpha} then gives
\begin{equation}
4\pi\alpha=d\left(1-\frac1\varepsilon\right)=\frac{d}{1+\kappa}>d ,
\end{equation}
and cells with $d<L<4\pi\alpha$ are unstable. The images have removed the part of the depolarising field on which the unpolarised state relied.

The unstable range of vacuum widths is $4\pi\alpha-d=d/|\varepsilon|$. The value $\kappa=-0.3$ used below is chosen to make this range wide. Landau coefficients of common ferroelectric oxides correspond roughly to $|\kappa|\lesssim0.01$ and $|\varepsilon|\gtrsim100$. For a 2 nm film the vacuum would then have to be thinner than about 0.02 nm, where the charges of neighbouring images overlap, so only much thicker films reach the instability in a usable cell. For $d=2$ nm and $\kappa=-0.3$ the uniform estimate is $2/0.7=2.86$ nm. A model of 40 coupled layers with slightly stiffer end layers has $4\pi\alpha=2.85$ nm. Diagonalising its energy in cells spaced by 0.05 nm finds instability up to $L=2.80$ nm and stability from $2.85$ nm. With $\kappa=+0.5$, which corresponds to $\varepsilon=3$, the same model is stable in all cells examined, from 2.05 to 4 nm.

Beyond the instability linear response no longer gives the dipole. If the higher-order terms in the energy are positive, the film settles at a finite spontaneous polarisation. Even a symmetric film with $m_0=0$, which equation~\eqref{eq:main} would leave unpolarised, can then acquire a dipole in the cell that it does not have in isolation.

The runaway is thus excluded by the sign of the energy that remains when the macroscopic field inside the material is zero. Where that energy is positive, $4\pi\alpha<d<L$ holds and the periodic field only enhances the dipole. Where it is negative, the bound is no longer guaranteed, and in the uniform model a vacuum thinner than $d/|\varepsilon|$ exposes the instability. The numerical output below lists most of the values used here.

\section*{Numbers as computed}
\begin{verbatim}
DIELECTRIC FILM
thickness d = 2.00 nm, cell L = 3.00 nm, eps = 3.0
adsorbate layer thickness = 0.20 nm
isolated step 4 pi m0 = 2.0000 V
4 pi alpha = 1.3333 nm
feedback ratio 4 pi alpha/L = 0.4444
enhancement m/m0 = 1.8000
periodic step 4 pi m = 3.6000 V
dipole per area: m0 = 0.1105 e/nm, m = 0.1989 e/nm
spurious vacuum field = 1.2000 V/nm = 12.00 MV/cm
field inside dielectric = 0.4000 V/nm
  drive by images of fixed layer = 0.6667 V/nm
  net self-field of induced part = -0.2667 V/nm
step after feedback rounds 0,1,2,3,10: 2.0000, 2.8889, 3.2840, 3.4595, 3.5995 V
L =   2.4 nm: m/m0 = 2.2500
L =   3.0 nm: m/m0 = 1.8000
L =   4.0 nm: m/m0 = 1.5000
L =   6.0 nm: m/m0 = 1.2857
L =  12.0 nm: m/m0 = 1.1250
graded film (d = 2 nm, L = 2.2 nm): 4 pi alpha = 1.5758 nm, m/m0 = 3.524
NEGLECTED EFFECTS
rough inputs: gap 8 eV, ionisation energy 7 eV,
  breakdown 1 V/nm, lattice constant 0.42 nm
ions relaxed (eps = 10): m/m0 = 2.5000, step = 5.0000 V
edges softer by 0.1 nm per face: m/m0 = 1.9565
band tilt over film = 0.800 eV, gap left = 7.200 eV
lowest vacuum level above highest valence edge = 5.240 eV
inner field / breakdown field = 0.40
nonlinear response, (e F a/gap)^2 = 4.4e-04
lateral corrugation left at next image = 6.3e-06
QUANTUM FILM (atomic units)
width = 10 bohr, cell = 12 bohr, density = 0.04 per bohr^2
Fermi energy 0.1257 Ha < subband spacing 0.1480 Ha
4 pi alpha without self-field = 22.062 bohr
4 pi alpha with self-field = 4.672 bohr
m/m0 from periodic response = 1.6375, formula = 1.6375
lowest curvature, self-field and images = 5.328 Ha bohr^2
lowest curvature, images alone = -1.554 Ha bohr^2
largest 4 pi alpha/d, density scaled up to 1e5 = 0.9195
LAYERED MODEL, d = 2 nm
stiffness/(4 pi) = +0.5, bulk eps = 3.000: 4 pi alpha = 1.3312 nm
  stable in all cells from 2.05 nm
stiffness/(4 pi) = -0.3, bulk eps = -2.333: 4 pi alpha = 2.8476 nm
  unstable up to L = 2.80 nm, stable from 2.85 nm
\end{verbatim}
